# Why Silicon and Germanium Have Optical Phonons but No Fröhlich Scattering

**Question.** In gallium arsenide, a longitudinal optical phonon carries an electric field that scatters electrons strongly. This is Fröhlich scattering. Silicon and germanium also have two atoms per primitive cell, and those atoms also vibrate against each other. Why does their vibration carry no such field?

**Answer.** The vibration needs mass and a restoring force. The field needs something more: a dipole that appears when the two sublattices move apart. We take these ingredients in turn.

## The vibration needs no charge

Let \(\mathbf u_1\) and \(\mathbf u_2\) be uniform displacements of the two sublattices, and let \(\mathbf w=\mathbf u_1-\mathbf u_2\). Join each atom to its four neighbours by springs of constant \(\kappa\) that resist bond stretching. If \(\mathbf b_j\) are the unit vectors along the four bonds, the energy per cell is

\[
U=\frac{\kappa}{2}\sum_{j=1}^{4}(\mathbf b_j\cdot\mathbf w)^2 .
\]

The bond directions are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). In the sum of \(b_{ja}b_{jb}\), each diagonal entry is \(4\times\frac13\). Each off-diagonal entry has two positive and two negative terms and vanishes. Hence \(U=\frac12K w^2\) with \(K=4\kappa/3\).

For equal masses \(M\), the forces give \(M\ddot{\mathbf u}_1=-K\mathbf w\) and \(M\ddot{\mathbf u}_2=+K\mathbf w\). Subtraction gives

\[
M\ddot{\mathbf w}=-2K\mathbf w,
\qquad
\omega_{TO}^2=\frac{2K}{M}=\frac{8\kappa}{3M}.
\]

There are three such modes, one for each direction of \(\mathbf w\). No charge has entered. With \(\kappa=165\) N/m, chosen to give a silicon-like frequency, and \(M=28.085\) u, the phonon energy is \(\hbar\omega_{TO}=63.9\) meV. A germanium-like choice, 145 N/m and 72.63 u, gives 37.3 meV, mainly because the atom is heavier.

## The charge that matters

An electron far from a given cell feels the dipole created by the motion. The relevant charge is therefore the Born effective charge, defined by the change of the cell dipole at zero macroscopic electric field:

\[
\delta p_a=e\sum_b\left(Z_{1,ab}u_{1b}+Z_{2,ab}u_{2b}\right),
\qquad e>0 .
\]

This charge includes the electrons that rearrange when an atom moves. It is not settled by saying that each silicon atom is neutral at rest: a neutral atom could still produce a dipole when displaced, if electrons flowed from one bond to another. Symmetry must exclude that possibility.

We assume an insulating, neutral crystal whose electronic ground state has the symmetry of the atomic positions, with no magnetic or charge order.

**Inversion makes the charges equal.** Put the atoms at \(\mathbf r_1+\mathbf R\) and \(\mathbf r_2+\mathbf R\), where \(\mathbf R\) runs over the lattice. Invert space through the midpoint \(\mathbf c=(\mathbf r_1+\mathbf r_2)/2\):

\[
\mathbf r_1+\mathbf R\;\longrightarrow\;
2\mathbf c-\mathbf r_1-\mathbf R=\mathbf r_2-\mathbf R .
\]

Every atom of the first sublattice lands on a site of the second, and conversely. Since the atoms are identical, the crystal is unchanged.

Now displace sublattice 1 by \(\mathbf u\). The dipole changes by \(eZ_1\mathbf u\). Invert this displaced crystal. The result is a crystal with sublattice 2 displaced by \(-\mathbf u\), and its dipole change has the opposite sign, \(-eZ_1\mathbf u\). By the definition of \(Z_2\), that same change is \(eZ_2(-\mathbf u)\). Therefore

\[
Z_1=Z_2 .
\]

**The acoustic sum rule makes them opposite.** Displace both sublattices by the same \(\mathbf u\). The whole crystal, nuclei and electrons together, has been carried rigidly through \(\mathbf u\). The charge transported is the total charge per cell times \(\mathbf u\), which is zero in a neutral crystal. Hence

\[
e(Z_1+Z_2)\mathbf u=0
\quad\text{for every }\mathbf u,
\qquad Z_1+Z_2=0 .
\]

The two results together give \(2Z_1=0\), so

\[
\boxed{Z_1=Z_2=0.}
\]

The two conditions do different work. In the optical mode of equal masses, \(\mathbf u_1=-\mathbf u_2\), so inversion alone gives \(\delta\mathbf p=eZ_1(\mathbf u_1+\mathbf u_2)=0\). The sum rule then removes the charge of each sublattice separately.

## What strain changes, and what it does not

The proof never used the cubic shape of the cell. A uniform strain changes the lattice vectors and may also shift one sublattice relative to the other, but a midpoint still exists and inversion through it still exchanges identical atoms. The charges therefore remain zero in uniformly strained silicon, as long as it stays insulating. Being unstrained is sufficient but not necessary.

The same reasoning applies to a finite uniform \(\mathbf w\), as long as the displacement does not close the band gap. At each stage of the displacement the crystal still has two identical atoms per cell, so the next small step adds no dipole.

A strain gradient, a surface or a random alloy has no such repeated midpoint, and the proof does not cover it.

Inversion symmetry by itself is also not enough. Rock salt has inversion centres, at the atoms and midway between nearest atoms of the same kind, but none of them exchanges the two sublattices. Inversion takes each sublattice into itself, and the argument above returns only \(Z_1=Z_1\). In zinc blende, the structure of gallium arsenide, the midpoint is no longer an inversion centre because the atoms at the two ends differ. In both crystals the sum rule leaves \(Z_2=-Z_1\), which can be large.

A small electronic model shows the contrast. Each atom has one s and three p orbitals at \(-7\) and 0 eV. Nearest-neighbour hoppings \(ss\sigma\), \(sp\sigma\), \(pp\sigma\) and \(pp\pi\) are \(-1.8\), 2.0, 3.0 and \(-0.9\) eV at the undistorted bond length, and vary as its inverse square. Eight electrons per cell fill four bands. To distinguish the atoms, all levels of atom 1 are raised and those of atom 2 lowered by the same amount: 2 eV for zinc blende and 5 eV for rock salt. The ion cores carry \((4,4)\), \((3,5)\) and \((2,6)\) positive charges in diamond, zinc blende and rock salt.

The cell dipole is \(e(N_1\mathbf r_1+N_2\mathbf r_2-2\mathbf S)\). Here \(N_1\) and \(N_2\) are the core charges, \(\mathbf S\) is the sum of the centres of the four filled bands, obtained from their Berry phases, and the 2 counts spin. Moving one sublattice by \(\pm10^{-4}\) nm and taking the difference gives the charges numerically:

| Crystal model | \(Z_1\) | \(Z_2\) |
|---|---:|---:|
| diamond | 0 | 0 |
| strained diamond | 0 | 0 |
| zinc blende | 1.9 | −1.9 |
| rock salt | 2.7 | −2.7 |

The zeros hold to numerical rounding, with every component below \(10^{-12}\). The strained case has strain components up to 2 % and an internal shift of 0.0037 nm. The nonzero values are illustrative, because the model omits self-consistent local fields and position matrix elements between different orbitals.

## From a dipole to Fröhlich scattering

To see what the zero removes, suppose for a moment that \(Z_1=-Z_2=Z\), with \(Z\) a number, as in cubic zinc blende. The relative displacement creates an ionic polarization

\[
\mathbf P=\frac{eZ\mathbf w}{\Omega},
\]

where \(\Omega\) is the cell volume. The electrons also screen the field \(\mathbf F\), through the permittivity \(\varepsilon_\infty\) measured with fixed ions. The displacement field is \(\mathbf D=\varepsilon_0\varepsilon_\infty\mathbf F+\mathbf P\).

Take a longitudinal wave, \(P_x=P_0\cos qx\). Without free charge \(D_x=0\), so \(F_x=-P_x/(\varepsilon_0\varepsilon_\infty)\). Since \(F_x=-d\phi/dx\), integration gives

\[
\phi=\frac{P_0}{\varepsilon_0\varepsilon_\infty q}\sin qx .
\]

The factor \(1/q\) makes long waves effective scatterers. A transverse wave has \(\nabla\cdot\mathbf P=0\), hence no bound charge and no such potential.

The field also stiffens the longitudinal mode. With reduced mass \(\mu=M/2\),

\[
\mu\ddot w=-\mu\omega_{TO}^2w+eZF
=-\left(\mu\omega_{TO}^2+
\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty\Omega}\right)w,
\]

and therefore

\[
\omega_{LO}^2-\omega_{TO}^2=
\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty\Omega\mu}.
\tag{1}
\]

In a static applied field, \(w=eZF/(\mu\omega_{TO}^2)\). Adding its polarization to the electronic response gives the static permittivity

\[
\varepsilon_s=\varepsilon_\infty+
\frac{Z^2e^2}{\varepsilon_0\Omega\mu\omega_{TO}^2}
=\varepsilon_\infty\frac{\omega_{LO}^2}{\omega_{TO}^2},
\]

where the last form uses (1). Taking reciprocals and using (1) again,

\[
\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}
=\frac{\omega_{LO}^2-\omega_{TO}^2}{\varepsilon_\infty\omega_{LO}^2}
=\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty^2\Omega\mu\omega_{LO}^2}.
\tag{2}
\]

In a crystal of \(N\) cells and volume \(V=N\Omega\), one quantum of the mode has displacement amplitude \(\sqrt{\hbar/(2N\mu\omega_{LO})}\). Multiplying by the potential energy per unit displacement, \(e^2Z/(\Omega\varepsilon_0\varepsilon_\infty q)\) in magnitude, and squaring gives

\[
|g_q|^2=\frac{C}{Vq^2},
\qquad
C=\frac{e^4Z^2\hbar}{2\varepsilon_0^2\varepsilon_\infty^2\Omega\mu\omega_{LO}}
=\frac{e^2\hbar\omega_{LO}}{2\varepsilon_0}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right).
\]

The last step uses (2). This is the usual Fröhlich strength. It varies as \(Z^2/\omega_{LO}\), where \(\omega_{LO}\) itself rises with \(Z\) through (1). With \(Z=0\), the longitudinal and transverse frequencies coincide as \(q\to0\), the two permittivities are equal, and \(C=0\).

## From coupling to a rate

Consider an electron of energy \(E=\hbar^2k^2/2m\) in one parabolic band, with unit overlap between the cell-periodic parts of its initial and final states. For absorption, the golden rule sums over phonon wavevectors:

\[
\Gamma_{abs}=\frac{2\pi}{\hbar}\,n\,
\frac{V}{(2\pi)^3}\,2\pi
\int q^2dq\,\frac{C}{Vq^2}
\int_{-1}^{1}d(\cos\theta)\,\delta(\Delta E),
\]

where \(\Delta E=\hbar^2(q^2+2kq\cos\theta)/2m-\hbar\omega_{LO}\) and \(n\) is the phonon occupation. The angular integral gives \(m/(\hbar^2kq)\) for \(q\) between \(k'-k\) and \(k'+k\), where \(k'\) is the final wavevector. Hence

\[
\Gamma_{abs}=\frac{nCm}{2\pi\hbar^3k}\ln\frac{k'+k}{k'-k}.
\]

Since \(k'^2-k^2=2m\omega_{LO}/\hbar\), the logarithm equals \(2\,\mathrm{arsinh}\sqrt{E/\hbar\omega_{LO}}\). For emission, the final wavevector is the smaller one, \(E\) is replaced by \(E-\hbar\omega_{LO}\) in the square root, and \(n\) becomes \(n+1\). For \(E>\hbar\omega_{LO}\) the sum is

\[
\Gamma=\frac{Cm}{\pi\hbar^3k}\left[
n\,\mathrm{arsinh}\sqrt{\frac{E}{\hbar\omega_{LO}}}
+(n+1)\,\mathrm{arsinh}\sqrt{\frac{E}{\hbar\omega_{LO}}-1}\right].
\]

## The number that symmetry removes

Take a silicon-like lattice with cubic lattice constant 0.543 nm, so \(\Omega=0.0400\) nm³, and \(\varepsilon_\infty=12\). Let the electron have \(E=0.10\) eV and \(m=0.33m_0\) at 300 K. These are rough values for silicon. The real crystal has \(Z=0\), and its Fröhlich rate is zero.

As a thought experiment, keep the springs, masses, volume and \(\varepsilon_\infty\) fixed, but give the sublattices charges \(\pm Z\) with \(Z=1.90\), close to the value in the zinc-blende model. Equation (1) raises the phonon energy from 63.9 to 67.0 meV. The static permittivity becomes \(12\times(67.03/63.93)^2=13.2\), and the difference in (2) is 0.0075.

The occupation at 67.0 meV is \(n=0.081\), and \(E/\hbar\omega_{LO}=1.49\). The two inverse hyperbolic sines are 1.03 and 0.65, so the bracket is

\[
0.081\times1.03+1.081\times0.65\simeq0.79 .
\]

The prefactor \(Cm/(\pi\hbar^3k)\) is \(1.02\times10^{13}\) s⁻¹. The rate is therefore

\[
\Gamma\simeq8.1\times10^{12}\ \text{s}^{-1}.
\]

Emission supplies about nine tenths of it, because few phonons are present to absorb. The rate varies as \(\sqrt m\) at fixed energy. Using silicon's rough transverse and longitudinal masses, \(0.19m_0\) and \(0.92m_0\), in place of \(0.33m_0\) gives \(6.1\times10^{12}\) and \(1.35\times10^{13}\) s⁻¹. These two values treat the band as isotropic and show only the sensitivity to mass. They do not bracket the rate in silicon's ellipsoidal valleys, where the hypothetical rate depends on the electron's direction. With these two masses it is \(3.9\times10^{12}\) s⁻¹ for motion along the long axis of the valley, below the smaller value, and \(9.8\times10^{12}\) s⁻¹ for motion across it. Only the larger isotropic value is a bound, from above. Anisotropy cannot create a Fröhlich rate when \(Z=0\).

## What scattering remains

A phonon can also scatter an electron by altering the local bonding. This needs no dipole. For electrons in the L valleys of germanium, and for holes at the top of the valence band, symmetry allows such a coupling even to long optical waves. In silicon, symmetry forbids a constant coupling of this kind to long optical waves within one conduction valley, but short waves can carry electrons from one valley to another. Describe that process by a constant deformation coupling \(D\), with squared matrix element \(\hbar D^2/(2\rho V\omega)\) before the occupation factors, where \(\rho=2M/\Omega\) is the mass density. The golden rule gives

\[
\Gamma_D=\frac{\pi D^2}{\rho\omega}
\left[n\,\nu(E+\hbar\omega)+(n+1)\,\nu(E-\hbar\omega)\right],
\qquad
\nu(E)=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3},
\]

where \(\nu\) is the density of final states per volume for one spin and one valley. With a rough \(D=10^9\) eV/cm and \(\hbar\omega=63.9\) meV, \(\Gamma_D=3.5\times10^{12}\) s⁻¹. A nonparabolicity of 0.5 eV⁻¹ in the final density of states raises it to \(3.8\times10^{12}\) s⁻¹. Optical-phonon scattering in silicon is thus far from zero; its long-range dipole part is what vanishes.

The next long-range term comes from quadrupoles. A quadrupole does not change sign under inversion, whereas a displacement does. The quadrupoles per unit displacement are therefore opposite on the two atoms, and add when the atoms move oppositely. Their bound charge varies as \(q^2\), and Poisson's equation divides by \(q^2\), so the potential stays finite at long wavelength instead of growing as \(1/q\). Define the strength \(Q\) by the second moment of the induced charge, \(\int\rho_{ind}\,yz\,d^3r=Qu_x\) for an atom displaced by \(u_x\), and likewise for the other axes. For a rough \(Q\) of 0.7 e nm, the coupling in the most favourable direction, [111], is \(3\times10^8\) eV/cm in the convention used for \(D\). Applying that value in every direction gives an upper estimate, for this strength, of \(3\times10^{11}\) s⁻¹, about 9 % of \(\Gamma_D\). The coupling vanishes along [100], and averaging its square over directions lowers the estimate to \(2\times10^{11}\) s⁻¹, about 6 %.

## Beside real materials and devices

The assumed lattice constant, permittivity and phonon energy are close to those of silicon, and the hypothetical charge is close to the rough value of 2 for gallium arsenide. The deformation rate is less secure: real silicon has several final valleys and several phonon energies, while the estimate uses one of each.

Devices break the assumption of a perfect, uniformly strained crystal. Since \(C\) varies nearly as \(Z^2\), a residual charge of 0.1, taken purely for scale, would give a Fröhlich rate of \(2.5\times10^{10}\) s⁻¹, about 0.7 % of \(\Gamma_D\). A polar gate insulator is a separate matter: its own phonon fields can reach a nearby channel, even though the silicon lattice produces no Fröhlich field.

Numerical values quoted here were computed with a short program.
